# Silica diffusion out of a deep slit versus nitride recess time: verification in Python

```python
"""
Result under test: dissolved silica leaves a deep slit much faster than a
nitride tier is recessed, yet a steady silica excess remains at the bottom.
  tau     = 4 L^2/(pi^2 D) * (1 + 2 phi R/w)   slowest decay time
  t99     = tau * ln(800/pi^2)                 time to lose 99 percent
  t_R     = R/v                                recess time
  excess  = n phi v L^2/(w D)                  steady excess at the bottom
L slit depth, w slit width, R recess, phi nitride fraction of the wall height,
v etch rate, n silicon density of nitride, D = T/(6 pi eta a) diffusivity,
T thermal energy, eta viscosity, a radius of the dissolved species.
Numbers are in eV, angstrom and second.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import eigsh, spsolve

# ---------- model parameters ----------
depth = 1.0e5
width = 2000.0
recess = 1000.0
tier = 250.0            # nitride tier thickness, equal to the oxide spacer
phi = 0.5
rate = 1.0
thermal = 0.0373
viscosity = 2.5e-14
radius = 3.0
n_si = 0.04

# ---------- derived formulas ----------
D = thermal / (6 * np.pi * viscosity * radius)
tau_bare = 4 * depth**2 / (np.pi**2 * D)
capacity = 1 + 2 * phi * recess / width
tau_full = tau_bare * capacity
log99 = np.log(800 / np.pi**2)
t99_bare, t99_full = tau_bare * log99, tau_full * log99
t_recess = recess / rate
excess = n_si * phi * rate * depth**2 / (width * D)
peclet = 2 * phi * rate * depth**2 / (width * D)
t_build = tau_bare * np.log(3200 / np.pi**3)

# ---------- test: Stokes drag from the surface stress of the flow ----------
# Unit sphere, unit viscosity, unit speed along z.
X = sp.symbols("x y z", real=True)
r = sp.sqrt(sum(q**2 for q in X))
flow = [(1 if i == 2 else 0) * (1 - sp.Rational(3, 4)/r - 1/(4*r**3))
        - X[2]*X[i]*sp.Rational(3, 4)*(1/r**3 - 1/r**5) for i in range(3)]
pressure = -sp.Rational(3, 2) * X[2] / r**3
point = (0.9, -1.3, 0.7)
divergence = sum(sp.diff(flow[i], X[i]) for i in range(3))
assert abs(float(sp.lambdify(X, divergence)(*point))) < 1e-12
for i in range(3):
    residual = sum(sp.diff(flow[i], q, 2) for q in X) - sp.diff(pressure, X[i])
    assert abs(float(sp.lambdify(X, residual)(*point))) < 1e-12
traction = -pressure * X[2] + sum(
    (sp.diff(flow[2], X[j]) + sp.diff(flow[j], X[2])) * X[j] for j in range(3))
traction_f = sp.lambdify(X, traction)
flow_f = sp.lambdify(X, flow)
cosines, weights = np.polynomial.legendre.leggauss(12)
drag = 0.0
for c, wt in zip(cosines, weights):
    surface = (np.sqrt(1 - c*c), 0.0, c)
    assert max(abs(float(u)) for u in flow_f(*surface)) < 1e-12
    drag += 2 * np.pi * wt * float(traction_f(*surface))
assert abs(drag / (6 * np.pi) - 1) < 1e-10

# ---------- test: D = T/friction from Newton's equation and equipartition ----
mass, friction, temp = 2.0, 3.0, 0.7
moments = solve_ivp(lambda t, m: [temp/mass - friction/mass*m[0], 2*m[0]],
                    (0, 40), [0, 0], t_eval=[30, 40], rtol=1e-10, atol=1e-12)
D_moments = (moments.y[1, 1] - moments.y[1, 0]) / 20
assert abs(D_moments / (temp / friction) - 1) < 1e-6


# ---------- one-dimensional operators on the unit interval ----------
def operators(N):
    """Cells from closed bottom (0) to open mouth (1), zero excess there."""
    h = 1 / N
    lap = (np.diag(-2*np.ones(N)) + np.diag(np.ones(N-1), 1)
           + np.diag(np.ones(N-1), -1))
    lap[0, 0], lap[-1, -1] = -1, -3
    grad = np.diag(np.ones(N-1), 1) - np.diag(np.ones(N-1), -1)
    grad[0, 0], grad[-1, -1] = -1, -1
    y = (np.arange(N) + 0.5) * h
    return lap / h**2, y[:, None] * grad / (2*h)


# ---------- test: decay of a uniform filling in the bare slit ----------
lap, ygrad = operators(300)
decay, modes = np.linalg.eigh(-lap)
share = modes.sum(axis=0)**2 / len(decay)
t99_num = brentq(lambda t: share @ np.exp(-decay*t) - 0.01, 0.1, 10)
t99_num *= depth**2 / D
residence_num = (share / decay).sum() * depth**2 / D
residence = depth**2 / (3 * D)
assert abs(t99_num / t99_bare - 1) < 1e-3
assert abs(residence_num / residence - 1) < 1e-3

# ---------- test: inflow lowers the bottom excess by the fraction P/6 -------
source = -peclet * np.ones(300)
still = np.linalg.solve(lap, source)
moving = np.linalg.solve(lap + peclet * ygrad, source)
inflow_drop = 1 - moving[0] / still[0]
assert abs(inflow_drop / (peclet / 6) - 1) < 0.01

# ---------- test: build-up while the pockets grow ----------
lap_s, ygrad_s = operators(60)
transport = D / depth**2 * (lap_s + peclet * ygrad_s)
supply = 2 * phi * rate * n_si / width


def growth(t, c):
    volume_factor = 1 + 2 * phi * rate * t / width
    return (transport @ c + supply / excess) / volume_factor


def growth_jacobian(t, c):
    return transport / (1 + 2 * phi * rate * t / width)


history = solve_ivp(growth, (0, t_recess), np.zeros(60), method="Radau",
                    jac=growth_jacobian, rtol=1e-7, atol=1e-10,
                    dense_output=True)
assert history.success
final_bottom = history.y[0, -1]
build_num = brentq(lambda t: history.sol(t)[0] - 0.99*final_bottom,
                   0.1*tau_bare, 20*tau_bare)
assert abs(final_bottom - 1) < 2e-3
assert abs(build_num / t_build - 1) < 0.01

# ---------- test: full two-dimensional comb, half slit by symmetry ----------
h = tier / 4
rows = round(depth / h)
slit_cols, pocket_cols = round(width / 2 / h), round(recess / h)
open_cell = np.zeros((rows, slit_cols + pocket_cols), dtype=bool)
open_cell[:, :slit_cols] = True
nitride_row = (np.arange(rows) // 4) % 2 == 0
open_cell[nitride_row, :] = True
index = -np.ones(open_cell.shape, dtype=int)
index[open_cell] = np.arange(open_cell.sum())
size = int(open_cell.sum())
pairs = []
for first, second in ((index[:-1], index[1:]), (index[:, :-1], index[:, 1:])):
    both = (first >= 0) & (second >= 0)
    pairs.append((first[both], second[both]))
left = np.concatenate([p[0] for p in pairs])
right = np.concatenate([p[1] for p in pairs])
links = coo_matrix((np.ones(len(left)), (left, right)), shape=(size, size))
links = (links + links.T).tocsr()
diagonal = np.asarray(links.sum(axis=1)).ravel()
diagonal[index[-1, :slit_cols]] += 2      # mouth is half a cell away
comb = (diags(diagonal) - links).tocsc()
slowest = eigsh(comb, k=1, sigma=0, which="LM", return_eigenvectors=False)[0]
tau_comb = h**2 / (D * slowest)
release = np.zeros(size)
release[index[nitride_row, -1]] = rate * n_si * h / D
excess_comb = spsolve(comb, release)[index[0, 0]]
# Field lines bulge a little into pockets of finite height, which the
# formulas neglect: a few percent for tiers much thinner than the slit.
assert abs(tau_comb / tau_full - 1) < 0.05
assert abs(excess_comb / excess - 1) < 0.05
assert abs(tau_comb / tau_bare - 1) > 0.3   # pockets do matter for the time

# ---------- test: the claimed ordering of times ----------
assert t_recess > 100 * t99_num * tau_comb / tau_bare
assert recess**2 / D < 0.01 * tau_comb

# ---------- printed numbers ----------
millimolar = excess * 1e27 / constants.N_A * 1e3
print(f"slit depth L                       {depth:.3e} angstrom")
print(f"slit width w                       {width:.0f} angstrom")
print(f"recess R                           {recess:.0f} angstrom")
print(f"tier and spacer thickness          {tier:.0f} angstrom")
print(f"number of nitride tiers            {depth/(2*tier):.0f}")
print(f"nitride fraction phi               {phi:.2f}")
print(f"etch rate v                        {rate:.2f} angstrom/s")
print(f"thermal energy T                   {thermal:.4f} eV")
print(f"viscosity eta                      {viscosity:.2e} eV s/angstrom^3")
print(f"radius a                           {radius:.1f} angstrom")
print(f"silicon density n                  {n_si:.3f} angstrom^-3")
print(f"drag/(eta a U), stress integral    {drag:.5f}")
print(f"6 pi                               {6*np.pi:.5f}")
print(f"diffusivity D                      {D:.3e} angstrom^2/s")
print(f"L^2/D                              {depth**2/D:.4f} s")
print(f"mean residence, bare slit          {residence:.4f} s")
print(f"mean residence, numerical          {residence_num:.4f} s")
print(f"slowest decay time, bare slit      {tau_bare:.4f} s")
print(f"ln(800/pi^2)                       {log99:.4f}")
print(f"99% clearance, bare slit           {t99_bare:.4f} s")
print(f"99% clearance, bare, numerical     {t99_num:.4f} s")
print(f"pocket factor 1+2 phi R/w          {capacity:.3f}")
print(f"sideways pocket time R^2/D         {recess**2/D:.2e} s")
print(f"slowest decay time, with pockets   {tau_full:.4f} s")
print(f"same, two-dimensional comb         {tau_comb:.4f} s")
print(f"99% clearance, with pockets        {t99_full:.4f} s")
print(f"recess time R/v                    {t_recess:.1f} s")
print(f"recess time, converted             {t_recess/60:.1f} min")
print(f"recess time / 99% clearance        {t_recess/t99_full:.0f}")
print(f"recess time / slowest decay time   {t_recess/tau_full:.0f}")
print(f"recess during one 99% clearance    {rate*t99_full:.3f} angstrom")
print(f"bottom excess / n                  {excess/n_si:.3e}")
print(f"bottom excess                      {excess:.3e} angstrom^-3")
print(f"same, two-dimensional comb         {excess_comb:.3e} angstrom^-3")
print(f"bottom excess, converted           {millimolar:.2f} mmol/L")
print(f"inflow number P                    {peclet:.3e}")
print(f"P/6                                {peclet/6:.3e}")
print(f"inflow lowering, numerical         {inflow_drop:.3e}")
print(f"99% build-up at bottom, formula    {t_build:.4f} s")
print(f"99% build-up, growing pockets      {build_num:.4f} s")
print(f"final bottom excess / formula      {final_bottom:.5f}")
print("finished without a failed check")
```

It prints:

```
slit depth L                       1.000e+05 angstrom
slit width w                       2000 angstrom
recess R                           1000 angstrom
tier and spacer thickness          250 angstrom
number of nitride tiers            200
nitride fraction phi               0.50
etch rate v                        1.00 angstrom/s
thermal energy T                   0.0373 eV
viscosity eta                      2.50e-14 eV s/angstrom^3
radius a                           3.0 angstrom
silicon density n                  0.040 angstrom^-3
drag/(eta a U), stress integral    18.84956
6 pi                               18.84956
diffusivity D                      2.638e+10 angstrom^2/s
L^2/D                              0.3790 s
mean residence, bare slit          0.1263 s
mean residence, numerical          0.1263 s
slowest decay time, bare slit      0.1536 s
ln(800/pi^2)                       4.3952
99% clearance, bare slit           0.6751 s
99% clearance, bare, numerical     0.6751 s
pocket factor 1+2 phi R/w          1.500
sideways pocket time R^2/D         3.79e-05 s
slowest decay time, with pockets   0.2304 s
same, two-dimensional comb         0.2271 s
99% clearance, with pockets        1.0127 s
recess time R/v                    1000.0 s
recess time, converted             16.7 min
recess time / 99% clearance        987
recess time / slowest decay time   4340
recess during one 99% clearance    1.013 angstrom
bottom excess / n                  9.475e-05
bottom excess                      3.790e-06 angstrom^-3
same, two-dimensional comb         3.741e-06 angstrom^-3
bottom excess, converted           6.29 mmol/L
inflow number P                    1.895e-04
P/6                                3.158e-05
inflow lowering, numerical         3.158e-05
99% build-up at bottom, formula    0.7122 s
99% build-up, growing pockets      0.7124 s
final bottom excess / formula      0.99997
finished without a failed check
```
